# Third harmonic of a modulated polarization wave near its onset

## Problem

A uniaxial crystal has one polarization component $P(x)$, which varies along $x$, a direction perpendicular to the polarization itself. Its free-energy density is

$$f=\frac a2P^2+\frac b4P^4+\frac g2P'^2+\frac h2P''^2,\qquad b>0,\; g<0,\; h>0 .$$

The negative $g$ favours variation in space, and the positive $h$ stops the wave from becoming too short. On cooling, $a$ falls and a periodic wave appears continuously. With the origin at a crest, write

$$P=A\cos kx+A_3\cos 3kx+\dots$$

Find the ratio $A_3/A$ just below onset, in terms of $b$, $h$, $A$ and the wavevector $q$ at onset. Then evaluate it 10 K below onset for

- $a=0.2\,(T-200\ \mathrm K)$ kV cm/µC, with $T$ in kelvin,
- $b=0.04$ (kV/cm)/(µC/cm²)³,
- $g=-20$ nm² kV cm/µC and $h=25$ nm⁴ kV cm/µC.

The treatment is mean-field: $P$ minimizes the average of $f$, and thermal fluctuations are left out.

## A first estimate by scaling

The quartic energy produces a restoring force of size $bA^3$, which is not sinusoidal and so drives a third harmonic. The stiffness against a wave of wavevector $3q$ should be of the order of its largest gradient term, $h(3q)^4=81hq^4$. Hence

$$\left|\frac{A_3}{A}\right|\sim\frac{bA^2}{81\,hq^4}.$$

Since this stiffness is positive, the sign follows from the shape of the force. The cube of a cosine is more sharply peaked than the cosine, so the force presses hardest on the crests and flattens them. At a crest $\cos 3kx=+1$, so flattening means $A_3/A<0$.

## Solution

**Equilibrium.** Vary $P$ by a periodic $\delta P$ at fixed period. Integrating the $P'$ term by parts once and the $P''$ term twice, with boundary terms that cancel over a period, gives

$$aP+bP^3-gP''+hP''''=0. \tag{1}$$

On $\cos kx$ the linear part acts as multiplication by

$$L(k)=a+gk^2+hk^4 .$$

**Onset.** Setting $dL/d(k^2)=g+2hk^2=0$ gives $q^2=-g/(2h)$. Inserting $g=-2hq^2$ and completing the square,

$$L(k)=h(k^2-q^2)^2-(a_0-a),\qquad a_0=hq^4=\frac{g^2}{4h}. \tag{2}$$

The state $P=0$ first becomes unstable at $a=a_0$, against the wave with $k=q$. Below onset let $d=a_0-a>0$.

**Fundamental.** Since $\cos^3\theta=\tfrac34\cos\theta+\tfrac14\cos3\theta$, the $\cos kx$ part of (1) with $k=q$ is, at leading order,

$$-dA+\tfrac34bA^3=0\quad\Rightarrow\quad A^2=\frac{4d}{3b}. \tag{3}$$

With $\langle\cos^2\rangle=\tfrac12$ and $\langle\cos^4\rangle=\tfrac38$, the mean energy density is

$$\bar f=-\frac{dA^2}{4}+\frac{3bA^4}{32}=-\frac{d^2}{3b}+\frac{d^2}{6b}=-\frac{d^2}{6b},$$

which lies below the value zero of the unpolarized state.

**Third harmonic.** The $\cos3kx$ part of (1) is, at leading order, $L(3q)A_3+\tfrac14bA^3=0$. From (2) at onset,

$$L(3q)=h(9q^2-q^2)^2=64\,hq^4,$$

and therefore

$$\boxed{\frac{A_3}{A}=-\frac{bA^2}{256\,hq^4}} \tag{4}$$

By (3) this equals $-d/(192\,hq^4)$, so the ratio grows linearly with the distance from onset.

**Why the omitted terms are smaller.** Equation (4) makes $A_3$ of order $A^3$. The cross term in the cube is

$$3A^2A_3\cos^2\theta\cos3\theta=3A^2A_3\left(\tfrac14\cos\theta+\tfrac12\cos3\theta+\tfrac14\cos5\theta\right).$$

It changes the fundamental balance by order $A^5$ and creates a fifth harmonic of order $A^5$. In the third balance it adds $\tfrac32bA^2A_3$, while $L(3q)$ is lowered by $d\simeq\tfrac34bA^2$. Together,

$$\left(64hq^4+\tfrac34bA^2\right)A_3=-\tfrac14bA^3 ,$$

so the right side of (4) is multiplied by

$$1-\frac{3bA^2}{256\,hq^4} \tag{5}$$

to next order.

The period also adjusts. The $k$-dependent energy is $\tfrac14\sum_n L(nk)A_n^2$, and its derivative with respect to $k^2$ vanishes when

$$(k^2-q^2)A^2+9(9k^2-q^2)A_3^2=0\quad\Rightarrow\quad 1-\frac{k^2}{q^2}\simeq72\left(\frac{A_3}{A}\right)^2. \tag{6}$$

This shift is of order $A^4$ and does not affect (4) or (5).

**Sign and convention.** Measured from a node, with $\theta=\varphi-\pi/2$, the wave reads $A\sin\varphi-A_3\sin3\varphi$. The same flattened wave then has a positive ratio of sine amplitudes. The minus sign in (4) belongs to cosines centred on a crest.

**The case $b<0$.** Equation (3) then needs $d<0$, so the small wave exists above onset, and (4) gives a positive ratio, that is, sharpened crests. But with $L=-\tfrac34bA^2$,

$$\frac{d^2\bar f}{dA^2}=\frac L2+\frac{9bA^2}{8}=\frac{3bA^2}{4}<0 ,$$

so this wave is an energy maximum in $A$. With $b<0$ the energy as written has no lower bound. If a higher term such as $cP^6/6$ with $c>0$ bounds it, the onset is discontinuous, and (4) does not describe the stable phase.

## Numbers

The onset values are

$$q^2=\frac{20}{2\times25}=0.4\ \mathrm{nm^{-2}},\qquad \frac{2\pi}{q}=9.9\ \mathrm{nm},\qquad a_0=\frac{20^2}{4\times25}=4\ \mathrm{kV\,cm/µC},$$

and $a=a_0$ at 220 K. At 210 K, $d=2$ kV cm/µC, so

$$A=\sqrt{\frac{4\times2}{3\times0.04}}=8.16\ \mathrm{µC/cm^2},\qquad \frac{A_3}{A}=-\frac{0.04\times66.7}{256\times4}=-2.60\times10^{-3}.$$

The third harmonic is only $-0.021$ µC/cm². Its curvature is weighted by $3^2$, so the crest curvature relative to a pure cosine is $1+9A_3/A=0.977$. Even at $a=0$, where $d=hq^4$, formula (4) gives a ratio of just $-1/192$. For comparison, a square wave has $-1/3$. In this model the wave stays close to sinusoidal throughout the 20 K below onset.

Stationary waves of the same energy were also computed numerically, with all harmonics up to the seventh and the period free (see the numerical output):

| Below onset | $A$ (µC/cm²) | $A_3/A$ | Deviation from (4) at this $A$ |
|---|---|---|---|
| 0.1 K | 0.8165 | $-2.604\times10^{-5}$ | $-0.0078\,\%$ |
| 1 K | 2.582 | $-2.603\times10^{-4}$ | $-0.077\,\%$ |
| 10 K | 8.176 | $-2.593\times10^{-3}$ | $-0.67\,\%$ |

The deviation is relative to the formula; a negative value means a smaller magnitude. Equation (5) predicts $-0.0078\,\%$, $-0.078\,\%$ and $-0.78\,\%$. Most of the remaining difference at 10 K comes from the period. By (6), $9k^2-q^2=q^2(8-648A_3^2/A^2)$, which lowers $L(3k)$ by the fraction $162(A_3/A)^2=0.11\,\%$ and raises the ratio by as much.

## Comparison of the estimate and the solution

At 210 K the scaling estimate gives $0.04\times66.7/(81\times4)=8.2\times10^{-3}$. It has the right dependence on $b$, $A$, $h$ and $q$, and the right sign, but is too large by $256/81=3.2$. Two factors account for this. Only a quarter of the cube goes into the third harmonic, which lowers the estimate by 4. Against that, the estimate overstates the stiffness: at onset the terms in $L(3q)$ are $hq^4(1-18+81)=64hq^4$, not $81hq^4$.

## What a real crystal changes

The parameters are round numbers meant for the modulated phase of a uniaxial ferroelectric, where a wavelength near 10 nm and a polarization of several µC/cm² are rough typical sizes. The corrections below use assumed coefficients and show sensitivity, not the properties of a particular compound.

**Lattice.** For the coefficients assumed here, this is the largest correction to the ratio. The harmonic has a wavelength of 3.3 nm, only five cells of 0.66 nm. On a chain of cell length $\ell$, the second difference of $\cos kx$ replaces $k^2$ by $K(k)=4\sin^2(k\ell/2)/\ell^2$. If $g$ is adjusted to keep the softest wave at $q$, the third-harmonic stiffness at onset becomes $h[K(3q)-K(q)]^2$. For 15 cells per wavelength it falls from 256 to 190 kV cm/µC. With $b$, $h$, $d$ and the wavelength held fixed, the full chain solution gives $A_3/A=-3.5\times10^{-3}$, which is 34 % larger in magnitude than the continuum value. The figure depends strongly on the cell count: it is about 98 % for 10 cells per wavelength and 18 % for 20. For 15 cells it drops to 27 % if the curvature of $L(k)$ at $q$ is held fixed instead of $h$. The number 256 in (4) thus relies on a gradient expansion that is still accurate at $3q$.

**Further terms in the energy.** A term $mP^2P'^2/2$ adds the force $-mPP'^2-mP^2P''$. For $P=A\cos\theta$ this is

$$mq^2A^3(2\cos^3\theta-\cos\theta)=\tfrac12mq^2A^3(\cos\theta+\cos3\theta).$$

Compared with $\tfrac14bA^3$, it multiplies the ratio at given $A$ by $1+2mq^2/b$, even at onset. For $m=0.01$ nm² (kV/cm)/(µC/cm²)³ the increase is 20 %. At a given temperature the rise is smaller, because the same force stiffens the fundamental, $A^2=d/(\tfrac34b+\tfrac12mq^2)$: the ratio grows by 12.5 % at onset and by 14 % at 210 K. This term also shifts the period already at order $A^2$, by $1-k^2/q^2\simeq mA^2/(8hq^2)$, about $8\times10^{-3}$ at 210 K, far more than (6). It changes the condition for a continuous onset from $b>0$ to $\tfrac34b+\tfrac12mq^2>0$. A term $cP^6/6$ contributes $\tfrac5{16}cA^5\cos3\theta$, hence a factor $1+5cA^2/(4b)$, which tends to 1 at onset. With $c=5\times10^{-5}$ (kV/cm)/(µC/cm²)⁵, the full solution at 210 K gives a 10 % increase of $A_3/A^3$. Since $A$ itself falls, $|A_3/A|$ at that temperature rises by only 3 %.

**Strain.** An elastic energy $\tfrac12C(e-QP^2)^2$ with the strain $e$ clamped to zero adds $2CQ^2$ to $b$. For $C=50$ GPa and $Q=0.05$ m⁴/C² this is 6 % of $b$. The ratio at given $A$ rises by the same 6 %, but at a given temperature $A^2$ falls as $1/b$ and the ratio is unchanged. This cancellation holds only for the clamped case. In a free crystal, a strain in the planes normal to $x$ must be uniform but relaxes to $e=Q\langle P^2\rangle$, which leaves the force $2CQ^2(P^2-\langle P^2\rangle)P$. With $\langle P^2\rangle=A^2/2$, the third balance still sees $b+2CQ^2$, but the fundamental sees only $b+\tfrac23CQ^2$. The ratio at a given temperature then rises by about 4 %.

**Fluctuations.** For a slowly varying change $\alpha$ of the amplitude, the energy density is $\tfrac14[2d\alpha^2+4hq^2(\partial_x\alpha)^2+|g|(\nabla_\perp\alpha)^2]$, if the transverse stiffness is taken as $|g|$. Equipartition and integration over wavevectors give a constant, which shifts the onset, and a part that depends on $d$, of size

$$\langle\alpha^2\rangle\sim\frac{2k_BT\sqrt{2d}}{4\pi\sqrt{4hq^2}\,|g|}.$$

At 210 K this would be 0.11 of $A^2$. Since $A^2\propto d$, the fraction varies roughly as $d^{-1/2}$ and would reach 1 about 0.1 K below onset. This leaves out that one of the two transverse directions is the polar axis, and that an amplitude that varies along it creates bound charge. For slow variation this adds $1/(\varepsilon_0\varepsilon_bq^2)$ to the stiffness in that direction, about 2800 nm² kV cm/µC for a background permittivity $\varepsilon_b=10$. The factor $|g|$ in the formula is then replaced by the geometric mean of the two transverse stiffnesses, about 240 nm² kV cm/µC. The fraction falls to about 0.01 at 210 K and reaches 1 only about 0.001 K below onset. At 0.1 K below onset it is still about a tenth, so the digits in the first row of the table confirm the mean-field mathematics and are not a prediction for a crystal. All these figures keep $|g|$ as the stiffness in the remaining transverse direction, so they need a crystal in which the two directions normal to the polar axis are inequivalent. With a fourfold or sixfold polar axis, both directions have the same negative $g$. If the $h$ term is isotropic in that plane too, the stiffness is $g+2hq^2=0$ at this order, and fluctuations are much stronger.

**Direction of the wave.** If $P$ varied along its own direction, bound charge would add $1/(\varepsilon_0\varepsilon_b)$ to $a$. For a background permittivity $\varepsilon_b=10$ this is about 1100 kV cm/µC, against $a_0=4$ kV cm/µC, which is why the problem specifies a transverse modulation.

## Values computed for the example and the checks

```
INPUTS (round, rough typical sizes)
slope of a = 0.20 kV cm/uC per K
temperature where a = 0: 200 K
b = 0.040 (kV/cm)/(uC/cm2)^3
g = -20.0 nm2 kV cm/uC
h = 25.0 nm4 kV cm/uC
ONSET
q = 0.6325 1/nm
wavelength = 9.935 nm
a at onset = 4.000 kV cm/uC
onset temperature = 220.0 K
cost L(3q) at onset = 256.00 kV cm/uC
FULL SOLUTIONS BELOW ONSET
0.1 K below: A = 0.8165 uC/cm2, A3/A = -2.6040e-05
   full ratio / formula at this A - 1 = -7.80e-05
1.0 K below: A = 2.5823 uC/cm2, A3/A = -2.6028e-04
   full ratio / formula at this A - 1 = -7.70e-04
10.0 K below: A = 8.1755 uC/cm2, A3/A = -2.5934e-03
   full ratio / formula at this A - 1 = -6.71e-03
EXAMPLE POINT, T = 210.0 K
a = 2.000 kV cm/uC
a(onset) - a = 2.000 kV cm/uC
A from amplitude law = 8.1650 uC/cm2
A3/A from formula with that A = -2.6042e-03
A3 from formula = -0.02126 uC/cm2
A3 from full solution = -0.02120 uC/cm2
energy density, full = -16.696 mJ/cm3
energy density, law = -16.667 mJ/cm3
1 - (k/q)^2, full = 4.840e-04
crest curvature / pure cosine = 0.9767
NEGATIVE b, 0.1 K ABOVE ONSET
A3/A = 2.6043e-05, lowest curvature = -2.000e-02 (<0)
NEGLECTED EFFECTS (assumed rough coefficients)
P^6 coefficient = 5.0e-05 (kV/cm)/(uC/cm2)^5
   change of ratio/A^2 = 9.8 %
P^2 P'^2 coefficient = 0.010 nm2 (kV/cm)/(uC/cm2)^3
   change of ratio/A^2 at onset, law = 20.0 %
   same at example point, full = 21.5 %
lattice cell = 0.662 nm (15 per wavelength)
   L(3q) on chain = 189.9 kV cm/uC
   A3/A on chain = -3.4853e-03
   chain ratio / continuum ratio = 1.344
elastic stiffness = 50 GPa, electrostriction = 0.05 m4/C2
   largest strain-clamping change of b = 6.3 %
thermal fluctuation of A, squared, / A^2 = 0.109
   reaches 1 about 0.12 K below onset
longitudinal wave, background permittivity 10:
   depolarizing addition to a = 1129 kV cm/uC
```
